# Gordon decomposition of the stationary Dirac current and the spin magnetisation

## The situation

Take the single electron of a rhodium ion stripped of its other 44, in its 1s state with $m_j=+\frac12$. The charge density does not change in time, yet the ion has a magnetic moment, so charge must circulate. In Dirac theory this circulation is the particle current

$$\mathbf j=c\,\psi^\dagger\boldsymbol\alpha\,\psi .$$

The formula contains no gradient and no visible spin. A Pauli electron, by contrast, has one current from its motion through space and another from the curl of its spin density. Where are these two in $c\psi^\dagger\boldsymbol\alpha\psi$, and which spinor density plays the part of the magnetisation? Spin density functional theory needs the answer, because magnetisation is one of its basic variables.

**Conventions.** The electron has charge $-e$ with $e>0$, and $\mu_B=e\hbar/2m$. In two-by-two blocks,

$$\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix},\quad
\alpha_k=\gamma_5\Sigma_k .$$

Block multiplication shows that $\Sigma_k$ commutes with $\beta$ and $\gamma_5$, that $\beta\gamma_5=-\gamma_5\beta$, and that $\beta^2=\gamma_5^2=1$. Hence

$$\alpha_k\beta+\beta\alpha_k=0,\qquad
\alpha_k\alpha_l=\Sigma_k\Sigma_l=\delta_{kl}+i\varepsilon_{klm}\Sigma_m ,$$

where the last step is the Pauli product rule. Repeated indices are summed.

## Simple case: a free electron

For a plane wave of momentum $\mathbf p$ the Hamiltonian is the matrix $h=c\,\alpha_lp_l+\beta mc^2$, with $h\psi=E\psi$. For any matrix $X$, letting $h$ act to the right and to the left gives $\psi^\dagger(Xh+hX)\psi=2E\,\psi^\dagger X\psi$. Two choices of $X$ are useful:

- $X=\alpha_k$: $\alpha_kh+h\alpha_k=2cp_k$, so $\psi^\dagger\alpha_k\psi=(cp_k/E)\,\psi^\dagger\psi$.
- $X=\beta$: $\beta h+h\beta=2mc^2$, so $\psi^\dagger\beta\psi=(mc^2/E)\,\psi^\dagger\psi$.

Therefore

$$\mathbf j=\frac{c^2\mathbf p}{E}\,\psi^\dagger\psi=\frac{\mathbf p}{m}\,\psi^\dagger\beta\psi .$$

The first form is density times the relativistic velocity $c^2\mathbf p/E$. The second is "momentum over mass", weighted with $\psi^\dagger\beta\psi$. The factor $\beta$ supplies the relativistic reduction of the velocity at given momentum. All bilinear densities of a plane wave are uniform, so a curl term could not show itself here.

## First generalisation: a scalar potential

Let $V(\mathbf r)$ be real and local, and let $\mathbf p=-i\hbar\nabla$ now be an operator:

$$(c\,\alpha_lp_l+\beta mc^2+V)\psi=E\psi .$$

We isolate the mass term and multiply by $\beta$ from the left. This and its Hermitian conjugate read

$$\psi=\frac{1}{mc^2}\,\beta\,(E-V-c\,\alpha_lp_l)\psi,$$
$$\psi^\dagger=\frac{1}{mc^2}\left[(E-V)\psi^\dagger-c\,(p_l\psi)^\dagger\alpha_l\right]\beta .$$

Next we write $j_k$ as two equal halves, $j_k=\frac c2\psi^\dagger\alpha_k\psi+\frac c2\psi^\dagger\alpha_k\psi$. In the first half we replace $\psi$, in the second $\psi^\dagger$. The terms with $E-V$ are

$$\frac{E-V}{2mc}\,\psi^\dagger(\alpha_k\beta+\beta\alpha_k)\psi=0 .$$

Energy and potential thus drop out at each point. The remaining terms are

$$j_k=-\frac1{2m}\left[\psi^\dagger\alpha_k\beta\alpha_l\,p_l\psi+(p_l\psi)^\dagger\alpha_l\beta\alpha_k\psi\right].$$

Moving $\beta$ to the left past one $\alpha$ changes the sign:

$$j_k=\frac1{2m}\left[\psi^\dagger\beta\alpha_k\alpha_l\,p_l\psi+(p_l\psi)^\dagger\beta\alpha_l\alpha_k\psi\right].$$

We now insert $\alpha_k\alpha_l=\delta_{kl}+i\varepsilon_{klm}\Sigma_m$ and $\alpha_l\alpha_k=\delta_{kl}-i\varepsilon_{klm}\Sigma_m$.

*The $\delta$ part.* Since $\beta$ is Hermitian, the second term is the complex conjugate of the first:

$$\frac1{2m}\left[\psi^\dagger\beta p_k\psi+(p_k\psi)^\dagger\beta\psi\right]=\frac1m\,\mathrm{Re}\,\psi^\dagger\beta p_k\psi .$$

*The $\varepsilon$ part.* With $p_l\psi=-i\hbar\partial_l\psi$ and $(p_l\psi)^\dagger=+i\hbar\partial_l\psi^\dagger$,

$$\frac{i}{2m}\varepsilon_{klm}\left[\psi^\dagger\beta\Sigma_m p_l\psi-(p_l\psi)^\dagger\beta\Sigma_m\psi\right]
=\frac{i(-i\hbar)}{2m}\varepsilon_{klm}\,\partial_l(\psi^\dagger\beta\Sigma_m\psi).$$

Because $i(-i)=1$, this is component $k$ of a curl. With the abbreviation $\mathbf s=\psi^\dagger\beta\boldsymbol\Sigma\psi$,

$$\boxed{\;\mathbf j=\frac1m\,\mathrm{Re}\,\psi^\dagger\beta\,\mathbf p\,\psi+\frac{\hbar}{2m}\nabla\times\mathbf s\;}$$

**Limit.** For a plane wave $\mathbf s$ is uniform, the curl vanishes and the free-electron result returns.

## Second generalisation: a vector potential

A magnetic field $\mathbf B=\nabla\times\mathbf A$ replaces $\mathbf p$ by $\boldsymbol\pi=\mathbf p+e\mathbf A$. The algebra is unchanged up to the last two evaluations. In the $\varepsilon$ part the new terms are $eA_l\psi^\dagger\beta\Sigma_m\psi$ minus the same quantity, because $\mathbf A$ is real, so they cancel. In the $\delta$ part they add:

$$\mathbf j=\mathbf j_{\rm orb}+\frac{\hbar}{2m}\nabla\times\mathbf s,\qquad
\mathbf j_{\rm orb}=\frac1m\,\mathrm{Re}\,\psi^\dagger\beta\,\boldsymbol\pi\,\psi .$$

**Check on gauge.** Let $\mathbf A\to\mathbf A+\nabla\Lambda$ and $\psi\to e^{-ie\Lambda/\hbar}\psi$. The gradient of the phase contributes $-e\nabla\Lambda$ to $\boldsymbol\pi\psi$, which cancels the added $+e\nabla\Lambda$. Thus $\boldsymbol\pi\psi$ acquires the same phase as $\psi$, and both parts of the current are separately gauge invariant.

## Third generalisation: the spin-only field of spin DFT

Dirac–Kohn–Sham calculations with spin functionals can contain an effective field $\mathbf B_s$ that acts on the spin and not on the orbital motion. The equation is then

$$\left[c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2+V+\mu_B\,\beta\boldsymbol\Sigma\cdot\mathbf B_s\right]\psi=E\psi .$$

The current is still $c\psi^\dagger\boldsymbol\alpha\psi$: it is fixed by the response of the energy to $\mathbf A$ at given $\mathbf B_s$, that is by $\partial h/\partial\mathbf A=ec\,\boldsymbol\alpha$, and the new term does not contain $\mathbf A$. Particle conservation is consistent with this. Form $i\hbar\partial_t(\psi^\dagger\psi)=\psi^\dagger h\psi-(h\psi)^\dagger\psi$. Every local Hermitian matrix in $h$ cancels, and the derivatives leave $-i\hbar c\,\nabla\cdot(\psi^\dagger\boldsymbol\alpha\psi)$. So $\partial_t(\psi^\dagger\psi)=-\nabla\cdot\mathbf j$.

The decomposition does change. Solving for the mass term as before, and using $\beta\beta=1$, gives an extra piece $-(\mu_B/mc^2)\,\Sigma_lB_{s,l}\,\psi$ in $\psi$. Its contribution to the two halves of $j_k$ is

$$-\frac{\mu_B}{2mc}\,B_{s,l}\,\psi^\dagger(\alpha_k\Sigma_l+\Sigma_l\alpha_k)\psi .$$

With $\alpha_k=\gamma_5\Sigma_k$ the bracket is $\gamma_5(\Sigma_k\Sigma_l+\Sigma_l\Sigma_k)=2\gamma_5\delta_{kl}$. Hence

$$\boxed{\;\mathbf j=\mathbf j_{\rm orb}+\frac{\hbar}{2m}\nabla\times\mathbf s-\frac{\mu_B}{mc}\,\mathbf B_s\,\psi^\dagger\gamma_5\psi\;}$$

The two-part form therefore holds for scalar and vector potentials, and a spin-only field adds a third term.

**Limit.** Take uniform $\mathbf B_s=B\hat{\mathbf z}$, no other potentials, and a plane wave with momentum $p$ along $z$. Then $\Sigma_z$ has a fixed value $s_z=\pm1$, and

$$h=c\,p\,s_z\gamma_5+\beta(mc^2+s_z\mu_BB).$$

The anticommutator device of the free case, with $X=\alpha_z$, $\beta$ and $\gamma_5$ in turn, gives per unit density

$$j_z=\frac{c^2p}{E},\qquad \psi^\dagger\beta\psi=\frac{mc^2+s_z\mu_BB}{E},\qquad \psi^\dagger\gamma_5\psi=\frac{c\,p\,s_z}{E}.$$

The right-hand side of the decomposition becomes

$$\frac pm\,\frac{mc^2+s_z\mu_BB}{E}-\frac{\mu_BB}{mc}\,\frac{c\,p\,s_z}{E}=\frac{c^2p}{E},$$

as it must. The correct current depends on the spin direction only through $E$, with $E^2=c^2p^2+(mc^2+s_z\mu_BB)^2$. Without the $\gamma_5$ term the result would be off by $s_z\mu_BB\,p/(mE)$.

In a stationary state $\nabla\cdot\mathbf j=0$, and a curl has no divergence. The orbital current alone then obeys $\nabla\cdot\mathbf j_{\rm orb}=(\mu_B/mc)\nabla\cdot(\mathbf B_s\psi^\dagger\gamma_5\psi)$, which need not vanish.

## What stationarity did, and sums over orbitals

For a time-dependent $\psi$ the number $E$ is replaced by $i\hbar\partial_t$. The terms that cancelled before are now

$$\frac{1}{2mc}\left[\psi^\dagger\alpha_k\beta\,i\hbar\partial_t\psi+(i\hbar\partial_t\psi)^\dagger\beta\alpha_k\psi\right].$$

Here $(i\hbar\partial_t\psi)^\dagger=-i\hbar\partial_t\psi^\dagger$ and $\beta\alpha_k=-\alpha_k\beta$. The two signs compensate and the bracket is $i\hbar\,\partial_t(\psi^\dagger\alpha_k\beta\psi)$. The current acquires the additional term

$$-\frac{i\hbar}{2mc}\,\partial_t(\psi^\dagger\beta\boldsymbol\alpha\psi).$$

It is real because $\beta\boldsymbol\alpha$ is anti-Hermitian. In an eigenstate the phases cancel in the bilinear density and the term vanishes. In a superposition of two eigenstates it oscillates at their difference frequency.

The stationary identity does not contain $E$. It can therefore be added over Kohn–Sham orbitals of different energies with fixed occupations, and when they share the same $\mathbf A$ and $\mathbf B_s$ it holds in the same form for the summed densities. The scalar potential cancels orbital by orbital, so it must be local but need not be common to all orbitals. Nonlocal exchange is not covered: the cancellation of $V$ used one real number at each point, multiplying both $\psi$ and $\psi^\dagger$.

## Naming the magnetisation

The charge current is $\mathbf J=-e\mathbf j$. A magnetisation $\mathbf M$ produces the current $\nabla\times\mathbf M$, and the curl term has this form with

$$\boxed{\;\mathbf M=-\frac{e\hbar}{2m}\,\psi^\dagger\beta\boldsymbol\Sigma\psi=-\mu_B\,\psi^\dagger\beta\boldsymbol\Sigma\psi\;}$$

So $\psi^\dagger\beta\boldsymbol\Sigma\psi$ is the magnetisation density in units of $-\mu_B$; the minus sign is that of the electron's charge. The current alone does not prove the identification, since $\mathbf M+\nabla f$ has the same curl for any smooth $f$. Two further facts support the choice.

*Magnetic coupling.* A small change $\mathbf a$ of the vector potential changes the energy to first order by $ec\int\psi^\dagger\boldsymbol\alpha\cdot\mathbf a\,\psi\,d^3r=-\int\mathbf J\cdot\mathbf a\,d^3r$. For the curl part we use $\nabla\cdot(\mathbf M\times\mathbf a)=\mathbf a\cdot\nabla\times\mathbf M-\mathbf M\cdot\nabla\times\mathbf a$. If the surface term vanishes,

$$-\int(\nabla\times\mathbf M)\cdot\mathbf a\,d^3r=-\int\mathbf M\cdot(\nabla\times\mathbf a)\,d^3r .$$

This is the energy of a magnetisation in the field $\nabla\times\mathbf a$. Spin-only DFT keeps this coupling and drops the orbital one, which is why its effective field multiplies $\mu_B\beta\boldsymbol\Sigma$. The coupling still does not exclude a gradient, because $\int\nabla f\cdot(\nabla\times\mathbf a)\,d^3r$ is also a surface term. A gradient is excluded by the demand that $\mathbf M$ have the form $\psi^\dagger X\psi$ with constant matrices $X$ and no derivatives. The slow-electron limit then shows that this $\mathbf M$ is the familiar one.

*Slow electrons.* Write $\psi=(\varphi,\eta)$. When $E$ is close to $mc^2$ and the potentials are small beside $mc^2$, the lower row of the Dirac equation gives $\eta\approx\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi/2mc$. Then

$$\psi^\dagger\beta\boldsymbol\Sigma\psi=\varphi^\dagger\boldsymbol\sigma\varphi-\eta^\dagger\boldsymbol\sigma\eta\;\to\;\varphi^\dagger\boldsymbol\sigma\varphi ,$$

with a correction of order $1/c^2$. To leading order $\mathbf M$ is the Pauli magnetisation and $\mathbf j_{\rm orb}$ is $\mathrm{Re}\,\varphi^\dagger\boldsymbol\pi\varphi/m$. At fixed $\mu_B\mathbf B_s$ the $\gamma_5$ term is also of order $1/c^2$, since $\psi^\dagger\gamma_5\psi=2\,\mathrm{Re}\,\varphi^\dagger\eta$ supplies a second factor $1/c$.

This limit cannot distinguish $\beta\boldsymbol\Sigma$ from $\boldsymbol\Sigma$, which differ in the sign of the small lower part. The derivation above, which removes $E$ and $V$ from the current, produces $\beta\boldsymbol\Sigma$.

Among splits that contain neither $E$ nor $V$, one freedom remains. Without $\mathbf B_s$, the imaginary part of $\psi^\dagger\beta\Sigma_k(h-E)\psi=0$ gives $\mathrm{Re}\,\psi^\dagger i\beta\gamma_5\,\boldsymbol\pi\psi+\frac\hbar2\nabla\times(\psi^\dagger i\beta\boldsymbol\alpha\psi)=0$. A multiple of this could be shared between the orbital and the curl term without changing $\mathbf j$, and the added density vanishes for slow electrons. Parity rules it out. Under inversion, $\psi(\mathbf r)\to\beta\psi(-\mathbf r)$, the matrix $\beta\boldsymbol\Sigma$ keeps its sign, as an axial vector such as a magnetisation must, while $i\beta\boldsymbol\alpha$ changes sign.

If $E$ and $V$ are admitted, parity allows a second freedom. In the real part of $\psi^\dagger\alpha_k(h-E)\psi=0$ the mass term drops out, because $\alpha_k\beta$ is anti-Hermitian, and what remains is $(E-V)\,\mathbf j/c^2=\mathrm{Re}\,\psi^\dagger\boldsymbol\pi\psi+\frac\hbar2\nabla\times(\psi^\dagger\boldsymbol\Sigma\psi)$. So $\boldsymbol\Sigma$ can also stand in the curl of an exact split, but the remainder then contains $[1-(E-V)/mc^2]\,\mathbf j$. The choice $\beta\boldsymbol\Sigma$ is singled out by an orbital part that contains neither the orbital energy nor the potential.

## A case without special symmetry

The numerical check diagonalises a periodic Dirac problem with $\hbar=m=e=1$ and a deliberately small $c=2$. The fields $V$, $\mathbf A$ and $\mathbf B_s$ are all present and vary with $x$ and $y$; the electron has momentum 1 along $z$. Errors below are maxima over a $17\times17$ grid, relative to the largest component of $\mathbf j$ on it; finer sampling lowers the three omission errors listed below by about 0.001.

For the two lowest positive-energy states the three-term identity holds to $5\times10^{-10}$ and $3\times10^{-9}$. For the lower state, leaving out one ingredient gives these errors:

- the $\gamma_5$ term: 0.062
- $\mathbf A$ in the orbital part: 0.0945
- $\beta$ in the spin density: 0.086

In an equal superposition of the two states, the stationary formula is wrong by 0.0235 at the instant examined; the value depends on the relative phase of the two states and runs from about 0.018 to 0.067 over one period. Adding the time-derivative term reduces the error to $2\times10^{-9}$.

The coupling relation is tested with $\mathbf a=\mathbf A$. The cell average of $\mathbf j\cdot\mathbf A$ is $-0.01121$. It is the sum of $-0.00778$ from $\frac12\mathbf s\cdot\nabla\times\mathbf A$ and $-0.00343$ from the other two currents.

## Back to the rhodium ion

We use Hartree atomic units, the Dirac–Coulomb Hamiltonian and a fixed point nucleus with $Z=45$. Let $\chi=(1,0)$, $\mathbf n=\mathbf r/r$ and $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$, and try

$$\psi=u(r)\begin{pmatrix}\chi\\ i\,a\,\sigma_r\chi\end{pmatrix},\qquad u=N\,r^{\gamma-1}e^{-Zr}.$$

We need $\boldsymbol\sigma\cdot\mathbf p\,(u\chi)=-iu'\sigma_r\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,(u\sigma_r\chi)=-i(u'+2u/r)\chi$, together with $u'=[(\gamma-1)/r-Z]u$. The two rows of the Dirac equation become

$$ca\left(\frac{\gamma+1}r-Z\right)+c^2-\frac Zr=E,\qquad
c\left(\frac{1-\gamma}r+Z\right)=a\left(E+c^2+\frac Zr\right).$$

The $1/r$ terms give $ca(1+\gamma)=Z$ and $c(1-\gamma)=aZ$, hence $\gamma^2=1-Z^2/c^2$. The constants give $E=c^2-caZ=\gamma c^2$, and the second row agrees. Numerically $\gamma=0.944545$ and $a=0.168873$.

**Currents.** Let $\rho=u^2$ be the density of the upper component, and $\hat{\boldsymbol\phi}$ the azimuthal direction, so that $\hat{\mathbf z}\times\mathbf n=\sin\theta\,\hat{\boldsymbol\phi}$. From $\chi^\dagger\boldsymbol\sigma\sigma_r\chi=\mathbf n+i\,\mathbf n\times\hat{\mathbf z}$,

$$\mathbf j=c\rho\left[ia(\mathbf n+i\,\mathbf n\times\hat{\mathbf z})+\text{c.c.}\right]=2ac\rho\sin\theta\,\hat{\boldsymbol\phi}.$$

For the orbital part, the upper component is real and contributes nothing. In the lower one, $\sigma_r\chi=(\cos\theta,\sin\theta\,e^{i\phi})$, and the phase $e^{i\phi}$ has gradient $\hat{\boldsymbol\phi}/(r\sin\theta)$. With the minus sign from $\beta$,

$$\mathbf j_{\rm orb}=-\frac{a^2\rho\sin\theta}{r}\,\hat{\boldsymbol\phi}.$$

For the spin part, $\sigma_r\boldsymbol\sigma\sigma_r=2\mathbf n\sigma_r-\boldsymbol\sigma$ gives $\mathbf s=\rho[(1+a^2)\hat{\mathbf z}-2a^2\cos\theta\,\mathbf n]$. The curls needed are $\nabla\times(\rho\hat{\mathbf z})=-\rho'\sin\theta\,\hat{\boldsymbol\phi}$ and $\nabla\times(\rho\cos\theta\,\mathbf n)=(\rho/r)\sin\theta\,\hat{\boldsymbol\phi}$. With $\rho'=2\rho[(\gamma-1)/r-Z]$,

$$\tfrac12\nabla\times\mathbf s=\rho\sin\theta\left[(1+a^2)\left(Z+\frac{1-\gamma}r\right)-\frac{a^2}r\right]\hat{\boldsymbol\phi}.$$

The relations for $a$ give $a^2=(1-\gamma)/(1+\gamma)$ and $1+a^2=2/(1+\gamma)$. Hence $(1+a^2)(1-\gamma)=2a^2$ and $(1+a^2)Z=2ac$. In the sum of the two parts the $1/r$ terms cancel and $2ac\rho\sin\theta$ remains.

On the equator at $r=2/Z=0.04444$ bohr, $\rho=489.44$ bohr$^{-3}$. In atomic units of particle current,

$$j=2(0.168873)(137.036)(489.44)\approx22653,$$
$$j_{\rm orb}=-\frac{(0.168873)^2(489.44)}{0.04444}\approx-314,\qquad j_{\rm spin}\approx22967 .$$

The orbital part runs against the total and is 1.4 % of it. Using $\boldsymbol\Sigma$ instead of $\beta\boldsymbol\Sigma$ in the curl would give a sum of 21990, which is 2.9 % too low.

**Moments.** The moment is $\frac12\int\mathbf r\times\mathbf J\,d^3r$. For the curl part it equals $\int\mathbf M\,d^3r$, by the coupling relation with $\mathbf a=\frac12\mathbf b\times\mathbf r$ for uniform $\mathbf b$. Normalisation gives $\int\rho\,d^3r=1/(1+a^2)=(1+\gamma)/2$. The angular averages are $\langle\cos^2\theta\rangle=\frac13$ and $\langle\sin^2\theta\rangle=\frac23$. In units of $\mu_B$, which is $\frac12$ in atomic units,

$$\mu_{\rm spin}=-\int s_z\,d^3r=-\left[1-\frac23\,\frac{a^2}{1+a^2}\right]=-\frac{2+\gamma}3=-0.9815,$$
$$\mu_{\rm orb}=-\int r\sin\theta\,j_{{\rm orb},\phi}\,d^3r=\frac23\,\frac{a^2}{1+a^2}=\frac{1-\gamma}3=+0.0185 .$$

The total in this model is $-(1+2\gamma)/3=-0.9630\,\mu_B$, or about $-8.9\times10^{-24}$ J/T. A nucleus of finite size shifts it by only about $4\times10^{-6}\,\mu_B$. The anomalous moment of the electron, absent from the Dirac–Coulomb Hamiltonian, adds about $0.001\,\mu_B$ to its size in the real ion.

For this state $\int\psi^\dagger\Sigma_z\psi\,d^3r$ is also 0.9630, the size of the total moment. This does not allow $\boldsymbol\Sigma$ to be paired with $\mathbf j_{\rm orb}$: that pair gave the wrong local current above and would give the wrong total moment. It is the split containing $E-V$ that has $\boldsymbol\Sigma$ in the curl. There the curl carries the whole moment of this state, and the remainder, $+349$ at the point above, carries none.

**Limit.** For small $Z/c$, $1-\gamma\approx Z^2/2c^2$, so the orbital moment tends to $(Z^2/6c^2)\,\mu_B$ and the spin moment to $-\mu_B$. At $Z=1$ both the quadrature and this limit give an orbital moment of $8.875\times10^{-6}\,\mu_B$. In the split with $\beta\boldsymbol\Sigma$, the opposing orbital current of the 1s electron is thus a relativistic effect, carried by the lower components.

## Computed values

```
PERIODIC MODEL (hbar = m = e = 1)
speed of light, model units: 2.0
momentum along z, model units: 1.0
grid points per side: 17
energy of state 1, model units: 4.20179
energy of state 2, model units: 4.53781
Largest errors and divergences, relative to largest |j| component:
full identity, state 1: 5.0e-10
full identity, state 2: 2.6e-09
gamma5 term omitted: 0.0617
vector potential omitted from orbital part: 0.0945
beta omitted from spin density: 0.0861
divergence of total current: 1.4e-10
divergence of orbital current: 0.0299
superposition, time term omitted: 0.0235
superposition, time term included: 1.7e-09
Cell averages, state 1, model units:
j.A: -0.011213
(1/2) spin density . curl A: -0.007780
(orbital + gamma5 current).A: -0.003433
ONE-ELECTRON RHODIUM ION, 1s, m_j = +1/2
nuclear charge Z: 45
speed of light: 137.0360 a.u.
Z alpha: 0.328381
gamma: 0.944545
lower/upper amplitude ratio a: 0.168873
energy without rest energy: -1041.375 hartree
At r = 2/Z on the x axis (currents along y):
r: 0.044444 bohr
upper-component density: 489.442 bohr^-3
total particle current: 22653.003 a.u.
orbital part: -314.053 a.u.
spin-curl part: 22967.057 a.u.
orbital + spin-curl: 22653.003 a.u.
same sum with beta omitted in spin part: 21990.065 a.u.
Magnetic moments along z, by quadrature:
spin part: -0.981515 mu_B
orbital part: 0.018485 mu_B
total: -0.963030 mu_B
total, converted: -8.93115e-24 J/T
integral of psi^+ Sigma_z psi: 0.963030
Z = 1, orbital part: 8.8753e-06 mu_B
Z = 1, limit (Z alpha)^2/6: 8.8752e-06 mu_B
```
